# Large-Wave-Vector Spectrum of Self-Affine Interface Roughness and the Hurst Exponent

## Result and conventions

Let $h(\mathbf r)$ be the height of an interface above its mean plane. The roughness is statistically homogeneous and isotropic, with variance $\Delta^2$, autocovariance $C(r)=\langle h(0)h(\mathbf r)\rangle$ and spectrum

$$S(q)=\int d^2r\,C(r)\,e^{-i\mathbf q\cdot\mathbf r},\qquad \int\frac{d^2q}{(2\pi)^2}S(q)=\Delta^2. \tag{1}$$

The interface is self-affine below the correlation length $\Lambda$, with Hurst exponent $0<H<1$, if its structure function obeys

$$G(r)=\langle[h(\mathbf r)-h(0)]^2\rangle\simeq 2\Delta^2\left(\frac r\Lambda\right)^{2H},\qquad r\ll\Lambda. \tag{2}$$

Then, for $q\Lambda\gg1$,

$$S(q)\simeq A\,q^{-(2+2H)},\qquad A=\frac{4^{H+1}\pi H\,\Gamma(1+H)}{\Gamma(1-H)}\,\frac{\Delta^2}{\Lambda^{2H}}. \tag{3}$$

The spectral exponent and the Hurst exponent are therefore related by

$$p=2+2H,\qquad H=\frac{p-2}{2}\qquad(2<p<4). \tag{4}$$

Two conventions affect the prefactor but not the exponent. If the spectrum is defined with an extra factor $1/(2\pi)^2$, $A$ carries that factor too. And $\Lambda$ is defined here by the small-$r$ law (2); a length taken from another model must first be converted, as shown below for one common form.

Equation (2) alone does not guarantee (3). I assume the following about $C$:

- Near $r=0$ it is a constant plus finitely many powers of $r$, the lowest non-even one being $r^{2H}$, plus a smoother remainder. This expansion may be differentiated term by term.
- For $r>0$ it is smooth, and it and its derivatives up to fourth order decay fast enough at large $r$ to be integrable over the plane.

A singularity of $C$ at a finite distance would add oscillating terms that (3) does not contain.

## Where the tail comes from

For a sample of area $\mathcal A$, put $h_{\mathbf q}=\int_{\mathcal A}d^2r\,h\,e^{-i\mathbf q\cdot\mathbf r}$. Then

$$\langle|h_{\mathbf q}|^2\rangle=\int_{\mathcal A}\!d^2r\int_{\mathcal A}\!d^2r'\,C(|\mathbf r-\mathbf r'|)\,e^{-i\mathbf q\cdot(\mathbf r-\mathbf r')}\to\mathcal A\,S(q)$$

when the sample is much wider than $\Lambda$. Hence $S\ge0$, and $S$ is what a measured height map yields. Expanding the square in (2) gives

$$G(r)=\langle h(\mathbf r)^2\rangle+\langle h(0)^2\rangle-2C(r)=2[\Delta^2-C(r)],$$

so that at short distance

$$C(r)=\Delta^2-\frac{\Delta^2}{\Lambda^{2H}}\,r^{2H}+\dots \tag{5}$$

The constant contributes to the transform only at $q=0$. Even powers $r^2=x^2+y^2$, $r^4,\dots$ are smooth functions of position and produce no power-law tail. The first term that can do so is $r^{2H}$. Substituting $\mathbf r=\mathbf x/q$ gives a factor $q^{-2}$ from $d^2r$ and $q^{-2H}$ from the power, which already yields the exponent in (3). The remaining integral of $x^{2H}e^{-i\hat{\mathbf q}\cdot\mathbf x}$ diverges at large $x$, however, because (5) has been used outside its range. The prefactor needs a function that has the same singularity and also decays.

## A decaying function with the right singularity

For $s>0$, $s$ not an even integer, and a fixed $t_0>0$, define

$$u_s(r)=\frac{1}{\Gamma(-s/2)}\int_{t_0}^{\infty}dt\,t^{-1-s/2}e^{-tr^2}. \tag{6}$$

It is a superposition of Gaussians, none wider than $e^{-t_0r^2}$, so it decays at least that fast.

**Behaviour at small $r$.** Take $0<s<2$. Integration by parts gives

$$\int_0^\infty dt\,t^{-1-s/2}\left(e^{-tr^2}-1\right)
=\left[-\tfrac2s t^{-s/2}\left(e^{-tr^2}-1\right)\right]_0^\infty-\tfrac2s\,r^2\!\int_0^\infty\! dt\,t^{-s/2}e^{-tr^2}.$$

The bracket vanishes at both ends: near $t=0$ it behaves as $t^{1-s/2}$, and at large $t$ as $t^{-s/2}$. In the last integral put $v=tr^2$, which gives $r^{s-2}\,\Gamma(1-s/2)$. The right side is thus $-\tfrac2s\Gamma(1-s/2)\,r^s=\Gamma(-s/2)\,r^s$, by $\Gamma(1+z)=z\Gamma(z)$ with $z=-s/2$. Splitting the range at $t_0$,

$$\int_{t_0}^\infty\! dt\,t^{-1-s/2}e^{-tr^2}=\Gamma(-s/2)\,r^s+\tfrac2s t_0^{-s/2}-\int_0^{t_0}\! dt\,t^{-1-s/2}\left(e^{-tr^2}-1\right).$$

The last integral runs over a finite range, so the exponential may be expanded under it, and the result is a power series in $r^2$. Therefore

$$u_s(r)=r^s+(\text{power series in }r^2). \tag{7}$$

For $2<s<4$ one subtracts $1-tr^2$ instead of $1$ and integrates by parts twice, with the same outcome.

**Transform.** In $d$ dimensions a Gaussian transforms as $\int d^dr\,e^{-tr^2-i\mathbf q\cdot\mathbf r}=(\pi/t)^{d/2}e^{-q^2/4t}$. Hence

$$\hat u_s(q)=\frac{\pi^{d/2}}{\Gamma(-s/2)}\int_{t_0}^\infty dt\,t^{-1-(s+d)/2}\,e^{-q^2/4t}.$$

With $v=q^2/4t$ one has $dt/t=-dv/v$ and $t^{-(s+d)/2}=(4v/q^2)^{(s+d)/2}$, so

$$\hat u_s(q)=\frac{\pi^{d/2}}{\Gamma(-s/2)}\,\frac{2^{s+d}}{q^{s+d}}\int_0^{q^2/4t_0}dv\,v^{(s+d)/2-1}e^{-v}.$$

Extending the upper limit to infinity costs an error of order $e^{-q^2/4t_0}$ times powers of $q$. What remains is a gamma function:

$$\hat u_s(q)\simeq K_d(s)\,q^{-s-d},\qquad K_d(s)=2^{s+d}\pi^{d/2}\,\frac{\Gamma\!\left(\frac{s+d}2\right)}{\Gamma(-s/2)}. \tag{8}$$

For $d=2$, $t_0=1$ and $q=10$, direct quadrature of $u_s$ agrees with (8) to a relative $1.5\times10^{-10}$ for $s=1.4$ and $1.1\times10^{-9}$ for $s=2.8$.

## The remainder cannot disturb the tail

Let $c_j$ be the coefficients of the non-even powers $r^{s_j}$ in $C$, with $s_1=2H$ and $c_1=-\Delta^2\Lambda^{-2H}$. Subtract one comparison function for each such power below $r^2$:

$$D(r)=C(r)-\sum_{s_j<2}c_j\,u_{s_j}(r).$$

Near the origin $D$ contains even powers, and non-even powers with $s>2$. In the plane $\nabla^2r^s=s^2r^{s-2}$, so

$$\nabla^4r^s=s^2(s-2)^2r^{s-4}.$$

Its integral near the origin is proportional to $\int r^{s-3}dr$, which converges for $s>2$. No point source hides at $r=0$ either: the flux of $\nabla(\nabla^2r^s)$ through a small circle scales as $r^{s-2}$ and vanishes. Thus $\nabla^4D$ is integrable. Since $\nabla^4$ becomes $q^4$ under the transform,

$$q^4\hat D(q)=\int d^2r\,(\nabla^4D)\,e^{-i\mathbf q\cdot\mathbf r}\to0\qquad(q\to\infty),$$

because the transform of an integrable function vanishes at large $q$. So $\hat D$ falls faster than $q^{-4}$, while the leading term falls as $q^{-2-2H}$ with $2+2H<4$. The other subtracted powers have $s_j>2H$ and also fall faster. What survives is

$$S(q)\simeq-\frac{\Delta^2}{\Lambda^{2H}}K_2(2H)\,q^{-2-2H}
=-\frac{\Delta^2}{\Lambda^{2H}}\,\frac{2^{2H+2}\pi\,\Gamma(1+H)}{\Gamma(-H)}\,q^{-2-2H}.$$

Finally $\Gamma(1-H)=-H\,\Gamma(-H)$ gives $-1/\Gamma(-H)=H/\Gamma(1-H)>0$. This turns the minus sign of (5) into the positive amplitude of (3).

**Two limits.** For $H=1/2$ and $C=\Delta^2e^{-r/\Lambda}$ the full spectrum is $2\pi\Delta^2\Lambda^2(1+q^2\Lambda^2)^{-3/2}$, with tail $2\pi\Delta^2/(\Lambda q^3)$. Equation (3) gives $8\pi\cdot\frac12\cdot\Gamma(\frac32)/\Gamma(\frac12)=2\pi$, in agreement. As $H\to1$, $\Gamma(1-H)$ diverges and $A\to0$. The Gaussian $C=\Delta^2e^{-r^2/\Lambda^2}$, which has $H=1$, contains only even powers. Its spectrum $\pi\Delta^2\Lambda^2e^{-q^2\Lambda^2/4}$ has no power-law tail, so (3) must not be extended to that case.

## How slowly the tail is reached

The approach to (3) depends on the model. For the stretched exponential

$$C(r)=\Delta^2\exp[-(r/\Lambda)^{2H}] \tag{9}$$

the next power in the expansion is $+\tfrac12\Delta^2(r/\Lambda)^{4H}$. Equation (8) with $s=4H$ gives its contribution. For $H>1/2$ this needs one more Laplacian in the remainder argument, with the powers below $r^4$ subtracted. Dividing by the leading term,

$$\frac{S}{Aq^{-2-2H}}\simeq1+B\,(q\Lambda)^{-2H},\qquad
B=-\frac{4^H}{2}\,\frac{\Gamma(1+2H)\,\Gamma(-H)}{\Gamma(1+H)\,\Gamma(-2H)}. \tag{10}$$

For $H<1/2$ both gamma functions of negative argument are negative, so $B<0$ and the tail is approached from below. For $H>1/2$, $\Gamma(-2H)$ is positive and the approach is from above. At $H=1/2$, $B=0$, because $r^{4H}=r^2$ is smooth.

Direct quadrature of (9) at $q\Lambda=100$ gives $S/(Aq^{-2-2H})=0.9450$, $0.9999$, $1.0046$ and $1.0025$ for $H=0.3$, $0.5$, $0.7$ and $0.9$. The two-term formula gives $0.9443$, $1.0000$, $1.0046$ and $1.0025$. For $H=0.3$ the leading term alone is still more than 5% off two decades above $1/\Lambda$.

A second useful model is $S_\ell(q)=4\pi H\Delta^2\ell^2(1+q^2\ell^2)^{-1-H}$. Its normalization follows from $\frac1{2\pi}\int_0^\infty q\,dq\,(1+q^2\ell^2)^{-1-H}=1/(4\pi H\ell^2)$. Its tail is $4\pi H\Delta^2\ell^{-2H}q^{-2-2H}$, and equating this to (3) gives

$$\Lambda=2\ell\left[\frac{\Gamma(1+H)}{\Gamma(1-H)}\right]^{1/(2H)}.$$

The two lengths coincide at $H=1/2$. Here the relative correction is $-(1+H)/(q\ell)^2$ to leading order: it is negative and dies faster than the correction in (10) when $B\neq0$. A fit that quotes $H$ must therefore state the correlation model unless the data lie well inside the tail.

## From a measured exponent back to $H$

Inverting (1) and averaging over the angle of $\mathbf q$,

$$G(r)=2\int\frac{d^2q}{(2\pi)^2}S(q)\,[1-\cos(\mathbf q\cdot\mathbf r)]=\frac1\pi\int_0^\infty dq\,q\,S(q)\,[1-J_0(qr)]. \tag{11}$$

Let $S\simeq Aq^{-p}$ at large $q$. With $x=qr$ the tail contributes

$$\frac A\pi\,r^{p-2}\int_0^\infty dx\,x^{1-p}\,[1-J_0(x)].$$

Since $1-J_0\simeq x^2/4$ at small $x$, the integral converges at the lower end for $p<4$; at the upper end it needs $p>2$. The departure of $S$ from the power law at small $q$ contributes at order $r^2$, and faster-falling corrections to the tail, such as the $q^{-2-4H}$ term in (10), contribute higher powers of $r$ than $r^{p-2}$; both are weaker. So $G\propto r^{p-2}$, which is (4).

For $p>4$ the integral $\int q^3S\,dq$ is finite, and (11) gives

$$G(r)\simeq\frac{r^2}{4\pi}\int_0^\infty dq\,q^3S(q)=\tfrac12\langle|\nabla h|^2\rangle\,r^2$$

whatever the value of $p$. Such a surface has a finite slope and is not self-affine at short distance, so a value $(p-2)/2>1$ is not a Hurst exponent. At $p=4$ the slope integral, cut off near $q=1/r$, adds a factor $\ln(1/r)$.

For $S\propto(1+q^2)^{-p/2}$, numerical evaluation of (11) between $r=10^{-4}$ and $2\times10^{-4}$ gives slopes $0.600$, $1.398$ and $2.000$ for $p=2.6$, $3.4$ and $5$. The expected values are $0.6$, $1.4$ and $2$.

**Line scans.** A height profile along $x$, such as one read from a cross-section, has the spectrum

$$S_1(k)=\int dx\,C(|x|)\,e^{-ikx}=\int\frac{dk_y}{2\pi}\,S\!\left(\sqrt{k^2+k_y^2}\right).$$

Inserting (3) and $k_y=ky$,

$$S_1(k)\simeq\frac{A}{2\pi}\,k^{-1-2H}\int_{-\infty}^{\infty}\frac{dy}{(1+y^2)^{1+H}}
=\frac{A\,\Gamma(H+\frac12)}{2\sqrt\pi\,\Gamma(1+H)}\,k^{-1-2H}. \tag{12}$$

For a line scan $H=(p_1-1)/2$; the surface rule (4) would give a value too small by $1/2$. For (9) with $H=0.7$, the cosine transform gives an exponent $2.403$ between $k\Lambda=100$ and $200$, against $1+2H=2.4$.

## Atomic steps

At short range a crystal surface can consist of flat terraces separated by sharp steps. Consider a profile that alternates between two levels a distance $a$ apart, with steps placed at random, $\lambda$ per unit length. Two points differ in height if an odd number of steps lies between them, which for a Poisson distribution has probability $(1-e^{-2\lambda r})/2$. Hence

$$G(r)=\frac{a^2}{2}\left(1-e^{-2\lambda r}\right)\simeq a^2\lambda r,$$

which means $H=1/2$, a line exponent of 2 and, for isotropically arranged steps on a surface, a surface exponent of 3. A simulated profile of $2^{21}$ points with $\lambda=0.002$ per point gave $G\propto r^{0.993}$ between 2 and 8 points. Its periodogram, averaged over wave numbers from $0.05$ to $0.1$ per point, was $1.02$ times the predicted tail. The profile has about 4000 steps, a number that itself fluctuates by about 1.5%.

## Worked example: an electron channel

Take (9) with $\Delta=0.2$ nm, $\Lambda=1.5$ nm and $H=0.7$. These are rough values in the regime of a Si(001)/SiO$_2$ interface, not a fit to a sample. The amplitude is

$$A=7.051\times(0.2\ \text{nm})^2\times(1.5\ \text{nm})^{-1.4}=0.160\ \text{nm}^{0.6}.$$

The sheet density is $n=10^{13}$ cm$^{-2}$ $=0.1$ nm$^{-2}$. With two spins and two equivalent valleys, filling the Fermi disc gives $n=4\,\pi k_F^2/(2\pi)^2=k_F^2/\pi$. So $k_F=\sqrt{\pi n}=0.56$ nm$^{-1}$, and backscattering across the disc needs $2k_F=1.12$ nm$^{-1}$, or $2k_F\Lambda=1.68$. This is not large compared with 1.

At that wave vector the spectrum is $S=0.109$ nm$^4$, and the tail formula gives $0.108$ nm$^4$. The agreement is a crossing of two curves. The local exponent $p_{\rm loc}=-d\ln S/d\ln q$ is $2.00$ there, not $3.4$, and (4) would return $H\approx0$.

The opposite accident occurs at $q=2$ nm$^{-1}$, where $p_{\rm loc}=3.40$ but $S$ is $1.45$ times the tail. Writing $S=R(q)\,Aq^{-2-2H}$ explains this:

$$p_{\rm loc}=2+2H-\frac{d\ln R}{d\ln q}.$$

The local exponent takes its asymptotic value wherever $R$ is stationary, whatever $R$ is. A correct exponent at one wave vector, or a correct amplitude at one wave vector, does not show that the tail has been reached.

In this model the tail holds within 10% of its own value beyond $q=7.5$ nm$^{-1}$, or $q\Lambda=11.3$. The atomic spacing $0.384$ nm sets a cutoff $\pi/a_{\rm s}=8.2$ nm$^{-1}$, so almost nothing is left of the asymptotic window. Between $4$ nm$^{-1}$ and the cutoff the local exponent gives an apparent $H$ of $0.83$ falling to $0.76$, instead of $0.70$. For these parameters it is safer to fit the full spectrum of a stated model than a straight line.

## Comparison with a real channel

The model assumes a continuous height, which a real silicon interface with atomic steps does not have. The atomic step is $0.136$ nm, and in the model the rms height difference falls to that value at $r=0.58$ nm. Terraces would therefore be only about two atoms wide, too narrow for the $q^{-3}$ law of sharp steps to develop below the cutoff. A rough measure of the effect follows from rounding the model heights to whole steps on a square lattice of spacing $a_{\rm s}$. The rounding error has variance $(0.136\ \text{nm})^2/12$ and is nearly uncorrelated from site to site, so it adds a flat floor $(0.136)^2(0.384)^2/12\approx2.3\times10^{-4}$ nm$^4$. This is 1% of the model value at $q=2$ nm$^{-1}$, 13% at $4$ nm$^{-1}$, and $1.7$ times the model value $1.37\times10^{-4}$ nm$^4$ at the cutoff. There the lattice also folds in the spectrum from beyond the zone edge, which roughly doubles the model part. In this crude picture (9) survives in the range the electrons sample but fails above about $4$ nm$^{-1}$, before the tail is reached; a real oxidized interface need not follow it. The rms slope up to the cutoff is $0.37$, so scattering theory to first order in the height is also strained at the shortest scales.

Other omissions concern how the electrons sample $S$ and how strongly they couple to it, not $S$ itself. At 300 K, states $3kT$ above the Fermi energy reach $2k=1.66$ nm$^{-1}$. A triangular-well estimate puts 78% of the electrons in the lowest subband, which lowers its $2k_F$ by $\sqrt{0.78}$ to $0.99$ nm$^{-1}$. It puts 19% in the fourfold valleys, whose heavy axis reaches $2k=1.58$ nm$^{-1}$ at energy $kT$. These shares are crude and depend on the substrate doping, which the estimate ignores: a self-consistent Hartree well gives about 62–69% in the lowest subband and 25–30% in the fourfold valleys for acceptor densities of $10^{15}$–$10^{17}$ cm$^{-3}$, and about 83% and 14% at $10^{18}$ cm$^{-3}$, so the lowest-subband $2k_F$ lies between about $0.88$ and $1.02$ nm$^{-1}$. All these values lie far below $7.5$ nm$^{-1}$. At zero temperature, static screening in a thin layer would divide the scattering power at $2k_F$ by about 7; at 300 K the thermal spread of the electrons makes it clearly weaker, and finite layer thickness weakens it further. The density decay length in the oxide, $0.08$ nm, is not negligible beside $\Delta$, so a hard-wall scattering potential is approximate. The channel charge alone gives an oxide field of $4.6$ MV/cm, below a rough breakdown field of 10 MV/cm.

For such a channel, mobility mainly tests the crossover region of $S$, so a value of $H$ inferred from it depends on the assumed model. Short-range structural data probe the power law more directly, but at distances where atomic steps matter they need not show the $H$ of the continuous model. The remaining values are in the numerical output.

## Table of computed values

```
TESTS (Delta = Lambda = 1, dimensionless)
H=0.3: amplitude 3.9507, S/tail at q=100: 0.94499, two-term 0.94428
H=0.5: amplitude 6.2832, S/tail at q=100: 0.99985, two-term 1.00000
H=0.7: amplitude 7.0509, S/tail at q=100: 1.00460, two-term 1.00459
H=0.9: amplitude 3.9814, S/tail at q=100: 1.00253, two-term 1.00253
comparison function s=1.4: |transform/power - 1| at q=10 = 1.5e-10
comparison function s=2.8: |transform/power - 1| at q=10 = 1.1e-09
Gaussian covariance: S(q=6) = 3.8770e-04
spectral exponent p=2.6: structure function ~ r^0.6000
spectral exponent p=3.4: structure function ~ r^1.3980
spectral exponent p=5.0: structure function ~ r^1.9999
line scan, H=0.7: amplitude 2.0099, measured exponent 2.4032
stepped profile: G ~ r^0.9932, periodogram/tail = 1.024
EXAMPLE (rough typical inputs)
rms height 0.2 nm, correlation length 1.5 nm, H = 0.7
density 1.0e+13 cm^-2, temperature 300 K
masses 0.19, 0.92 m_e; permittivities Si 11.7, oxide 3.9
tail amplitude 0.1599 nm^0.6, exponent 3.4
k_F = 0.5605 nm^-1, 2k_F = 1.1210 nm^-1, 2k_F*Lambda = 1.681
atom spacing 0.3840 nm, cutoff pi/a = 8.181 nm^-1
q (nm^-1) | S (nm^4) | tail (nm^4) | S/tail | local p | (p-2)/2
0.500 | 2.7319e-01 | 1.6876e+00 | 0.1619 | 0.522 | -0.739
1.121 | 1.0881e-01 | 1.0842e-01 | 1.0036 | 2.004 | 0.002
2.000 | 2.2012e-02 | 1.5145e-02 | 1.4534 | 3.399 | 0.700
4.000 | 1.7807e-03 | 1.4347e-03 | 1.2411 | 3.660 | 0.830
8.181 | 1.3713e-04 | 1.2598e-04 | 1.0885 | 3.516 | 0.758
tail within 10% beyond q = 7.507 nm^-1 (q*Lambda = 11.26)
NEGLECTED EFFECTS
atomic step 0.1358 nm; rms height difference equals it at r = 0.576 nm
rms slope up to the atomic cutoff: 0.374
kT = 0.0259 eV, Fermi energy at 0 K 0.0630 eV, at 300 K 0.0606 eV
2k at 3kT above the 300 K Fermi energy: 1.660 nm^-1
thin-layer screening: q_s = 1.841 nm^-1, scattering power at 2k_F divided by 6.98
well field 0.773 MV/cm; offsets: excited 0.1099 eV, fourfold 0.1016 eV
electron shares: ground 0.778, excited 0.032, fourfold 0.190
fourfold valleys, heavy axis: 2k at energy kT = 1.580 nm^-1
oxide field from channel charge: 4.64 MV/cm
density decay length in oxide (3.1 eV, 0.5 m_e): 0.0784 nm
```
